# Why Faster Flow Barely Speeds the Rinsing of Deep Trenches

**Q:** My wafer spins in clean water, and a dissolved contaminant remains in its trenches. If I spin four times as fast, the water sweeps past four times as fast, so the rinse should take a quarter of the time. Is that wrong?

**A:** It depends on the trench depth. The water sweeps past the mouths, but the contaminant must first reach them. Let us fix a case and calculate both parts.

Take a disc in a large volume of clean liquid, with laminar flow already steady when rinsing begins. The trenches have depth $L$, width $w$ and pitch $p$, so their open-area fraction is $\phi=w/p$. They are fully wetted, and the contaminant, of diffusivity $D$, neither adsorbs nor reacts. For now the liquid inside them is at rest.

**Q:** Start outside, then. Surely the flow matters there.

**A:** It does. Let $\omega$ be the spin speed, $\nu$ the kinematic viscosity and $z$ the height above the wafer. Near the disc the radial velocity is $u=r\omega F(\zeta)$ with $\zeta=z\sqrt{\omega/\nu}$. Since $F(0)=0$, close to the wall $u\approx F'(0)\,r\,\omega^{3/2}\nu^{-1/2}z$. Incompressibility then gives the axial velocity $v_z$:

$$\frac{\partial v_z}{\partial z}=-\frac1r\frac{\partial(ru)}{\partial r}=-2F'(0)\,\omega^{3/2}\nu^{-1/2}z,$$

$$v_z=-az^2,\qquad a=F'(0)\,\omega^{3/2}\nu^{-1/2}.$$

The swirling-flow equations give $F'(0)=0.510$. For a steady concentration $c(z)$, diffusion balances this inflow:

$$Dc''+az^2c'=0\quad\Rightarrow\quad c'(z)=c'(0)\,e^{-az^3/(3D)}.$$

Integrating from a wall concentration $c_s$ to clean liquid gives $c_s=-c'(0)\,\delta$. With $s=az^3/(3D)$,

$$\delta=\int_0^\infty e^{-az^3/(3D)}dz=\left(\frac{3D}{a}\right)^{1/3}\frac13\int_0^\infty s^{-2/3}e^{-s}ds=\Gamma(4/3)\left(\frac{3D}{a}\right)^{1/3}.$$

The outward flux is $Dc_s/\delta$, so $\delta$ is the thickness of an equivalent stagnant film. Inserting $a$ gives $\delta=1.61\,(D/\nu)^{1/3}\sqrt{\nu/\omega}$. The near-wall velocity is therefore good enough when $D\ll\nu$, since the concentration then changes within a layer thin beside $\sqrt{\nu/\omega}$, the height over which the flow varies. Because $a\propto\omega^{3/2}$, we have $\delta\propto\omega^{-1/2}$. Four times the speed halves the film.

**Q:** Then even the outside improves only twofold?

**A:** The steady flux at fixed wall concentration doubles. A rinse is a decay in time, however, and clearing a film by diffusion takes a time of order $\delta^2/D$, which falls fourfold. We need the decay rate of film and trench together.

Measure $y$ upward from the trench bottom, and put clean liquid at $z=\delta$. Late in the rinse the slowest mode remains, with all concentrations proportional to $e^{-\lambda t}$. Diffusion gives $-\lambda c=Dc''$, so with $\lambda=Dq^2$,

$$c_{\rm trench}=A\cos(qy)\,e^{-\lambda t},\qquad c_{\rm film}=B\sin[q(\delta-z)]\,e^{-\lambda t}.$$

The cosine has no flux at the closed bottom, and the sine vanishes at the clean edge. At the mouth, concentration is continuous. So is the upward flow per unit wafer area, which uses only the fraction $\phi$ inside the trenches:

$$A\cos qL=B\sin q\delta,\qquad \phi DqA\sin qL=DqB\cos q\delta.$$

Dividing the second equation by the first gives $\phi\tan qL=\cot q\delta$, or

$$\tan(qL)\tan(q\delta)=\frac1\phi.$$

As $q$ rises from zero to $\pi/(2\max(L,\delta))$, the left side rises steadily from zero to infinity. The smallest root therefore lies in that interval, and

$$\lambda<\frac{\pi^2D}{4L^2}.$$

With the trench liquid at rest, no thinning of the film can pass this limit.

**Q:** A limit may be far away. How strongly does the rate respond to speed before it gets there?

**A:** Take the logarithm of the root condition and vary $\delta$, using $d\ln\tan x=2\,dx/\sin2x$:

$$\frac{L\,dq}{\sin2qL}+\frac{\delta\,dq+q\,d\delta}{\sin2q\delta}=0.$$

Solve this for $d\ln q/d\ln\delta$. Since $\lambda\propto q^2$ and $\delta\propto\omega^{-1/2}$, the speed exponent is $2\times(-\tfrac12)$ times that derivative:

$$\frac{d\ln\lambda}{d\ln\omega}=\frac{\delta/\sin2q\delta}{L/\sin2qL+\delta/\sin2q\delta}.$$

Both sines are positive, so the exponent lies between 0 and 1. Your proportional rule is the upper end.

For a shallow trench, $L\ll\delta$, write $q\delta=\pi/2-\eta$. The root condition becomes $\tan\eta=\phi\tan qL$, so $\eta\approx\phi qL$ and

$$\lambda\approx\frac{\pi^2D}{4(\delta+\phi L)^2}.$$

When $\phi L\ll\delta$ this is proportional to $1/\delta^2$, hence to $\omega$.

For a deep trench, $L\gg\delta$, write $qL=\pi/2-\epsilon$. Now $\tan\epsilon=\phi\tan q\delta$, so $\epsilon\approx\phi q\delta$ and

$$\lambda\approx\frac{\pi^2D}{4(L+\phi\delta)^2}.$$

The film acts as a small extra length $\phi\delta$. The factor $\phi$ appears because the flux from a narrow mouth spreads over the whole wafer area.

**Q:** Could I skip the root condition and just compare $\phi\delta$ with $L$?

**A:** Not safely. That comparison assumes that the film adjusts much faster than the trench, which requires $\delta^2/D\ll L^2/D$. Take round model values: $D=10^{-9}$ m²/s, $\nu=10^{-6}$ m²/s, $w=2$ µm and $p=20$ µm, so $\phi=0.1$. At 20 rad/s, $\delta=36.0$ µm and $\phi\delta=3.6$ µm. (The full velocity profile would make $\delta$ about 3% larger at both speeds used here; we keep the near-wall value.) For $L=20$ µm the deep-trench formula would give

$$\frac{\pi^2\times1000}{4\,(23.6)^2}\approx4.4\ \text{s}^{-1},$$

with $D=1000$ µm²/s. The root condition gives 1.65 s⁻¹. The film, not the trench, is then the slower part to clear.

**Q:** Your film is stagnant, though. Real liquid in that layer moves.

**A:** So replace it by the moving layer,

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial z^2}+az^2\frac{\partial c}{\partial z},$$

coupled to the same trench. Multiplying by $W=e^{az^3/(3D)}$ turns the right side into $D\,\partial_z(W\,\partial_zc)$, so the modes again decay without oscillating. For a nearly flat wafer the numerical solution gives $\lambda=2.06\,D/\delta^2$, against $2.47\,D/\delta^2$ for the stagnant film. The prefactor changes but the proportionality to $\omega$ stays, because $\delta$ is the only length in that problem.

Here are the rates from the moving layer when the speed rises from 20 to 80 rad/s and $\delta$ falls from 36.0 to 18.0 µm:

| Depth (µm) | Rate, slow (s⁻¹) | Rate, fast (s⁻¹) | Gain |
|---|---:|---:|---:|
| 2 | 1.57 | 6.23 | 3.97 |
| 20 | 1.43 | 4.18 | 2.92 |
| 100 | 0.228 | 0.238 | 1.04 |

These values use the near-wall velocity. The full profile lowers the 2 µm rates by about 7% (the flat-wafer value 2.06 becomes 1.91, with the same $\delta$) and lengthens the 2 µm finishing times below by as much, leaving their ratios unchanged. It lowers the 20 µm rates by about 7% and 3%, so that gain becomes 3.0, and it moves the 100 µm values by less than 0.5%.

The 2 µm trench is as wide as it is deep, so its interior is not truly one-dimensional. This matters little to the late rate, since $\phi L=0.2$ µm is small beside $\delta$.

At 20 µm, control shifts from the film towards the trench as $\delta$ drops below $L$: in the stagnant-film model the speed exponent falls from 0.90 to 0.38. That model is only rough here. At the lower speed its rate is 16% above the moving-layer value. At 100 µm the two agree within 1%, which was tested.

**Q:** I care about finishing time, not late rates. What happens there?

**A:** Start with uniformly contaminated trenches and clean liquid outside, and stop when one millionth of the initial contaminant remains in the trenches. At 100 µm the time falls from 59.8 to 57.3 s, a saving of about 4%. Your rule predicts $59.8/4=15.0$ s.

Compare this with a perfectly clean mouth. The slowest mode is then $\cos(\pi y/2L)$. Its amplitude in a uniform start is $4/\pi$ and its average over the depth is $2/\pi$, so it carries $8/\pi^2$ of the contaminant. The higher modes have died out by the end, leaving

$$t=\frac{\ln(8\times10^6/\pi^2)}{\pi^2D/(4L^2)}=\frac{13.6}{0.2467\ \text{s}^{-1}}\approx55.1\ \text{s}.$$

At the lower speed, then, as long as the trench liquid stays at rest, less than 5 s of the 59.8 s can be removed by improving the outside flow.

The 2 µm trench goes from 5.76 to 1.57 s, a factor of 3.68, slightly less than its rate gain. The stagnant film shows why. Projecting the initial contaminant $\phi Lc_0$ onto $\cos(\pi z/2\delta)$, whose squared integral is $\delta/2$, gives a slow-mode amplitude of about $2\phi Lc_0/\delta$. Halving $\delta$ doubles this amplitude, so the faster decay has slightly further to go.

**Q:** You have kept the trench liquid at rest. Won't faster flow stir it?

**A:** Near the mouth, yes. Let $s$ be depth below the mouth and $x$ the distance from the trench centre. Slow viscous flow has a stream function obeying $\nabla^4\psi=0$. For flow driven across the mouth, try

$$\psi=e^{-ks}(A\cos kx+Bx\sin kx).$$

No slip requires $\psi=\partial_x\psi=0$ at $x=b=w/2$:

$$A\cos kb+Bb\sin kb=0,$$

$$-Ak\sin kb+B(\sin kb+kb\cos kb)=0.$$

A nonzero solution needs a vanishing determinant:

$$\cos kb\,(\sin kb+kb\cos kb)+kb\sin^2kb=\sin kb\cos kb+kb=0.$$

Doubling this, with $Z=2kb=kw$, gives $Z+\sin Z=0$. The root with the slowest decay is $Z=4.212+2.251i$. Its imaginary part reverses the flow every $\pi w/2.251=1.40\,w$, which makes a chain of eddies. Over that distance the flow weakens by $e^{\pi\times4.212/2.251}\approx358$. The computed flow field passed a test of this factor.

**Q:** How much does the first eddy help?

**A:** For a wafer of radius 50 mm, the wall shear $G$ at the rim is $2.86\times10^4$ s⁻¹ at the higher speed. This is the value for undisturbed laminar flow; at that speed spiral vortices can already grow on the outer part of a real wafer. Suppose that it points straight across the trench and drives the mouth at a peak speed $Gw$, the speed that the outside shear flow reaches a full width above the wall. This is a generous estimate rather than a strict bound. The ratio of stirring to diffusion is then $Gw^2/D\approx114$, yet the eddies shorten the diffusion path by only 1.27 µm. At the lower speed they shorten it by 0.17 µm.

Adding the film length and subtracting the stirred length gives

$$100+3.60-0.17=103.43\ \text{µm},\qquad100+1.80-1.27\approx100.54\ \text{µm}.$$

The rate gain is $(103.43/100.54)^2\approx1.06$. The deep-trench formula used here slightly understates the film's share, giving 1.036 where the root condition gives 1.043, so this generous estimate amounts to 6 to 7%. Slow shear flow across such a trench drives the mouth at only about $0.1\,Gw$, so the true stirring is much weaker than assumed here.

This estimate omits the slow flow that centrifugal force drives along a long straight trench. The trench need not be radial: in any direction, the force per unit mass along it grows by $\omega^2$ per unit length. That flow draws clean liquid down and adds only about $\omega^2w^2/(24\nu)\approx0.001$ s⁻¹ to the rate at the higher speed. Streamlines that dip through the mouth are left out too. If they cleaned one further full width, the rate would rise by about $2w/L=4\%$. In a trench only a few widths deep, such lengths would be a large part of the depth. They would then matter to the rate wherever the trench, rather than the film, controls it.

**Q:** And the contaminant crowding together as it leaves a narrow mouth?

**A:** For the 100 µm trench, a two-dimensional calculation with a stagnant film gives an added length of about 1.2 µm at both speeds. It slows the rinse slightly but leaves the gain at 1.04, so averaging over the trenches is adequate at this depth, although the pitch is comparable with $\delta$. At 20 µm it is rougher: the same crowding lowers the fast stagnant-film rate by about 7% and the gain from 2.65 to 2.48. Shear across the mouth shortens this length and makes it depend on speed. With the rim shear crossing the trench, crowding, stirring and dipping streamlines together add about 0.6 µm at the lower speed and 0.2 µm at the higher, for a gain near 1.05 at 100 µm.

**Q:** So before I raise the speed, I should compare $\delta$ with the depth?

**A:** Yes. If $\delta$ is much larger than $L$, the late decay rate rises almost in proportion to the speed. The finishing time follows only if the rinse must run well into that late decay, as it must for the one-millionth target used here. Before the contaminant has diffused across the film, a thinner film hardly hurries it out of the trench, so a milder target gains less. If $L$ is much larger than both $\delta$ and $w$, and the liquid deep in the trench is nearly at rest, the remaining time is set mainly by $L^2/D$: half the depth needs about a quarter of the time, and twice the diffusivity about half. In a long straight trench this requires the centrifugal term $\omega^2w^2/(24\nu)$ to be small beside $\pi^2D/(4L^2)$. A wider or deeper trench can break that condition, and speed then helps again. The numerical output gives the values for all three depths.

## Computed values

```
Diffusivity 1.0e-09 m^2/s; kinematic viscosity 1.0e-06 m^2/s
Wafer radius 50 mm; trench width 2 um; pitch 20 um; open fraction 0.10
Disc-flow wall slopes: radial 0.5102, swirl -0.6159
Diffusion-layer prefactor 1.6117
Speed 20 rad/s: rim Reynolds number 5.00e+04; layer 36.04 um; with full profile 37.17 um
  phi*delta 3.60 um; rim wall shear 3.577e+03 1/s; trench Peclet number 14.3
Speed 80 rad/s: rim Reynolds number 2.00e+05; layer 18.02 um; with full profile 18.58 um
  phi*delta 1.80 um; rim wall shear 2.861e+04 1/s; trench Peclet number 114.5
Nearly flat wafer: rate*delta^2/D = 2.057 (convective), 2.467 (stagnant film)
Depth 2 um: film rates 1.8787, 7.4313 1/s; gain 3.955
  convective rates 1.5710, 6.2305 1/s; gain 3.966
  speed exponents 0.9944, 0.9887; clean-mouth rate limit 616.8503 1/s
  times to residue 1e-06: 5.76, 1.57 s; ratio 3.680
Depth 20 um: film rates 1.6534, 4.3825 1/s; gain 2.651
  convective rates 1.4276, 4.1756 1/s; gain 2.925
  speed exponents 0.8959, 0.3836; clean-mouth rate limit 6.1685 1/s
  times to residue 1e-06: 8.22, 3.18 s; ratio 2.585
Depth 100 um: film rates 0.2281, 0.2379 1/s; gain 1.043
  convective rates 0.2278, 0.2378 1/s; gain 1.044
  speed exponents 0.0468, 0.0191; clean-mouth rate limit 0.2467 1/s
  times to residue 1e-06: 59.83, 57.28 s; ratio 1.045
  simple-law rates 0.2299, 0.2381 1/s; gain 1.036
  time with perfectly clean mouth 55.14 s; proportional rule would predict 14.96 s
2D cell, depth 100 um: rates 0.2228, 0.2322 1/s; gain 1.042
  added mouth length 1.24, 1.24 um
Eddy root 4.2124 + 2.2507 i; eddy height 1.396 widths
Eddy weakening factor 357.7; from computed flow 358.2
Path shortened by eddies: 0.172, 1.265 um
Stirred trench 6 widths deep, rate*w^2/D: computed 0.08564, from shortened path 0.08565
Depth 100 um, effective paths 103.43, 100.54 um; rate gain with eddies 1.058
```
